Why direct RPA C6 depends on the reference and when errors cancel

**One excitation energy, no screening**

Take two identical closed-shell fragments a distance R apart. Suppose that each responds to a field through a single excitation energy Δ, equally in all directions, and that its electrons do not screen one another. In atomic units its polarizability at imaginary frequency is

α₀(iω) = S/(Δ² + ω²),

where S is the strength of the transition. At large R their dispersion energy is −C6/R⁶, with

C6 = (3/π) ∫₀^∞ α₀(iω)² dω = 3S²/(4Δ³).

The first equality is derived below. The second uses ∫₀^∞ dω/(a²+ω²)² = π/(4a³). At fixed S, a gap that is 10 percent too large makes C6 about 25 percent too small, since 1.1⁻³ ≈ 0.75.

Direct RPA takes its gaps from a reference calculation, so it inherits this sensitivity. Two things change the simple picture: screening weakens the dependence on the gap, and the strength S may itself depend on the reference.

**Adding the screening that direct RPA contains**

An induced dipole p produces a Hartree field that opposes it. Write this field as −λp, with λ > 0. In an external field F,

p = α₀(F − λp), so p(1 + λα₀) = α₀F.

The screened polarizability α = p/F therefore obeys

1/α = 1/α₀ + λ = (Δ² + ω² + λS)/S.

It is again a single pole, moved upwards:

α(iω) = S/(Ω² + ω²), Ω² = Δ² + λS.

To see that this α determines C6, start from the direct RPA correlation energy,

E_c = (1/2π) ∫₀^∞ dω Tr[ln(1 − χ₀v) + χ₀v],

where χ₀ is the uncoupled density response and v the Coulomb interaction. Let the fragments not overlap, and keep the leading, dipole-dipole coupling. Then −χ₀ becomes α₀. The interaction v becomes λ within a fragment and the tensor T between fragments. Along the three principal directions T has the values t = 1/R³, 1/R³ and −2/R³. For each direction the logarithm contains

det [1+λα₀, α₀t; α₀t, 1+λα₀] = (1+λα₀)² − α₀²t².

The separated fragments have t = 0. Dividing by their determinant leaves 1 − α²t², because α = α₀/(1+λα₀). The trace of χ₀v has no contribution from T, which is off-diagonal in the fragments, so it drops out of the difference. For large R, ln(1 − α²t²) ≈ −α²t², and the three values of t² add up to 6/R⁶. Hence

E_int = −(1/2π)(6/R⁶) ∫₀^∞ α² dω = −C6/R⁶, C6 = (3/π) ∫₀^∞ α(iω)² dω.

Setting λ = 0 gives the opening formula. With screening,

C6 = 3S²/(4Ω³) = (3/4) S²/(Δ² + λS)^{3/2}. (1)

For a molecule that is not isotropic, α is replaced by its mean over directions. The leading energy is linear in the polarizability tensor of each fragment, so independent orientation averages replace each tensor by its mean.

**How strongly the gap matters**

Take the logarithm of (1): ln C6 = constant + 2 ln S − (3/2) ln Ω². At fixed S and λ, dΩ²/d ln Δ = 2Δ², so

d ln C6/d ln Δ = −3Δ²/Ω². (2)

Without screening this is −3. In the opposite limit, λS ≫ Δ², it tends to zero and C6 approaches (3/4)S^{1/2}/λ^{3/2}. The restoring force then comes from the Hartree field, and the reference gap hardly matters.

Is S fixed? For real orbitals and a one-electron Hamiltonian h, the total oscillator strength along x is

4 Σ_ia (ε_a − ε_i)|x_ia|² = 2 Σ_i ⟨i|[x,[h,x]]|i⟩,

with i occupied and a empty. To see this, insert a complete set of orbitals on the right. Each i gives 2Σ_m(ε_m − ε_i)|x_im|², and terms with m occupied cancel in pairs. The kinetic energy gives [p²/2, x] = −ip and [x, −ip] = 1. A local potential commutes with x. Every local reference, semilocal or exact Kohn-Sham, therefore has the same total strength in a complete basis, the electron number N.

Hartree-Fock exchange is not local. Its kernel is K(r,r′) = −γ(r,r′)/(2|r−r′|), where γ is the density matrix summed over spin. The double commutator has the kernel

2xKx′ − x²K − Kx′² = −(x−x′)²K = (x−x′)²γ/(2|r−r′|).

Taking the expectation value and averaging over x, y and z adds

(1/6) ∬ |γ(r,r′)|² |r−r′| dr dr′ > 0

to the Hartree-Fock sum. In Hartree-Fock, the larger gap thus comes with a larger total strength. If the transition moments stay fixed, S is proportional to Δ. Then d ln S/d ln Δ = 1 and dΩ²/d ln Δ = 2Δ² + λS = Δ² + Ω², so

d ln C6/d ln Δ = 2 − (3/2)(Δ² + Ω²)/Ω² = 1/2 − (3/2)Δ²/Ω². (3)

This is negative if Δ²/Ω² > 1/3, that is, if λS < 2Δ². Under stronger screening, a larger gap with fixed moments would raise C6.

**Two errors that can oppose each other**

Even the exact Kohn-Sham reference does not make direct RPA exact. The true response also contains the exchange-correlation kernel. Represent it by an attractive constant −κ:

1/α = 1/α₀ + λ − κ, Ω² = Δ_KS² + (λ − κ)S.

Leaving κ out makes Ω too large and C6 too small. A semilocal reference with gap Δ_sl and the same S repairs this if Δ_sl² + λS = Δ_KS² + (λ − κ)S, or

Δ_KS² − Δ_sl² = κS. (4)

This is the error cancellation: a gap that is too small stands in for a missing attraction. It needs a gap error of the right sign and size, and nothing in the derivation guarantees one. Since 1/α₀(0) = Δ²/S, the cancelled fraction of the static error can be measured from uncoupled polarizabilities as

f = [1/α₀^KS(0) − 1/α₀^sl(0)]/κ.

**N2 as a case to read**

The numbers below are for N2 at a bond length of 2.07 bohr in the aug-cc-pVDZ basis. They are not converged to the digits shown. In aug-cc-pVTZ the C6 values for Hartree-Fock and PBE orbitals are 2 to 3 percent larger: direct RPA gives 50.5 instead of 49.6 and 65.3 instead of 63.8 hartree bohr⁶, and time-dependent Hartree-Fock gives 72.6 instead of 71.2. The pole gaps fall by up to 0.01 hartree. The full direct RPA matrices were solved for three references: Hartree-Fock, PBE and an approximation to exact Kohn-Sham. The last is the local potential whose density fits the CCSD density, with minus the HOMO energy set to the EOM-CCSD ionization energy, 0.567 hartree. That condition sets the level of the potential, which the density hardly fixes in this basis. Without it the value is 0.606 hartree, while the integrated absolute density error is almost the same, 0.027 instead of 0.029 electrons. The next level was not imposed; it lies at 0.624 hartree below zero, against a second ionization energy of 0.630.

The comparison level adds the adiabatic LDA kernel to the inverted Kohn-Sham reference and gives C6 = 74.8 hartree bohr⁶. It is not exact. The inversion contains a small penalty on the gradient of the fitted potential; making it ten times smaller or larger moves this value between about 73.9 and 75.3, and the direct RPA value on the same orbitals between 63.0 and 64.3. The kernel is local and static, the basis is small, and the static polarizability is 3 percent above finite-field CCSD. Eliminating Ω from (1) gives C6 = (3/4)S^{1/2}α(0)^{3/2}, so at fixed S this alone would correspond to 4 to 5 percent in C6.

The pole parameters follow from the uncoupled response. From α₀(0) = S/Δ² and C6⁰ = 3S²/(4Δ³) one has Δ = 4C6⁰/(3α₀(0)²). For Kohn-Sham,

Δ = 4 × 171.46/(3 × 21.259²) = 0.506 hartree,
S = 21.259 × 0.506² = 5.44.

This Δ is a mean over the whole spectrum and is larger than the HOMO-LUMO gap of 0.304 hartree. Likewise S is an effective strength, not N. The screening and kernel constants come from the static Kohn-Sham polarizabilities:

λ = 1/10.669 − 1/21.259 = 0.0467 bohr⁻³,
κ = 1/10.669 − 1/11.859 = 0.0094 bohr⁻³.

Then λS = 0.254, Ω² = 0.256 + 0.254 = 0.510, and (1) gives 61.0 hartree bohr⁶. The full matrix gives 63.9, so one pole costs about 5 percent here. The effect of the kernel is reproduced more closely: adding it multiplies C6 by 1.172 in the model and by 1.170 in the full calculation. Screening is strong. With Δ²/Ω² = 0.50, the model sensitivity (2) is −1.5, half its unscreened value. The full spectrum depends on the gap more strongly: lowering all gaps by 10.6 percent at fixed strengths, as is done below, raises C6 by 23 percent, against 17 percent in the model.

**Why Hartree-Fock is low**

The Hartree-Fock pole lies at 0.994 hartree, 1.96 times the Kohn-Sham value, and its strength is 11.16, or 2.05 times as large. The near proportionality is what fixed transition moments would give. Had S stayed at 5.44, (1) would give about 16 hartree bohr⁶. The added strength makes up most of that loss, and the model gives 50.4. The full result is 49.6, which is 34 percent below the comparison level. Here Δ²/Ω² = 0.65 is above 1/3, so (3) is negative, −0.48, and the larger gap does lower C6. With λ carried over from Kohn-Sham, the model puts the ratio of Hartree-Fock to Kohn-Sham at 0.83; the full value is 0.78.

The exchange contribution to the oscillator sum is 5.5 from the commutator in the basis and 5.9 from the double integral. The difference is within the 15 percent allowed in the test for products of operators projected on a small basis. The same incompleteness shows in the Kohn-Sham sum, which is 10.4 instead of 14.

The large gap has a plain origin. In an occupied Hartree-Fock orbital the electron's repulsion from itself is cancelled by exchange. An empty orbital has no such term to cancel, so its energy is that of an additional electron in the field of all N others. In an excitation, one of those electrons has left a hole. Time-dependent Hartree-Fock accounts for this with the electron-hole attraction −(ii|aa) in the diagonal energy of the transition i → a. Direct RPA keeps the orbital energies and drops the attraction. Restoring the full exchange response, which also couples different transitions, raises C6 from 49.6 to 71.2 hartree bohr⁶. The Hartree-Fock gap is thus one half of a consistent pair, and direct RPA uses it without the other half.

**Why PBE does not cancel the error in N2**

Condition (4) asks for κS = 0.0094 × 5.44 = 0.051, hence a semilocal gap of

Δ_sl = √(0.256 − 0.051) = 0.453 hartree.

To try the mechanism outside the one-pole model, all squared Kohn-Sham gaps in the full matrix were lowered by the factor (0.4525/0.5059)² = 0.80, with the transition strengths held fixed. Direct RPA then gives C6 = 78.4 instead of 63.9 hartree bohr⁶. It passes the comparison value by 5 percent, so the one-pole estimate of the required gap is somewhat too low for the full spectrum. A gap error of roughly this size can indeed replace the missing kernel.

PBE does not supply it. Its pole gap is 0.502 hartree, lower than Kohn-Sham by 0.004 where 0.053 is needed. Its strength is also lower, by 1.6 percent. To first order the gap changes C6 by −1.51 × (−0.83 percent) = +1.3 percent. From (1), d ln C6/d ln S = 2 − (3/2)λS/Ω² = 1.25, so the strength changes it by −2.0 percent. The sum is −0.7 percent, in line with the model ratio of 0.993. The full ratio is 0.998: C6 is 63.8 with PBE and 63.9 with Kohn-Sham, and both are about 15 percent below the comparison level.

The static measure f is 0.005. The inverted potential is not accurate enough to fix so small a number, the sign of the 0.004 hartree gap difference, or the 0.2 percent difference between the two C6 values: with the penalty ten times larger or smaller, f lies between −0.02 and 0.04. The screened static polarizability is kinder to PBE: it rises from 10.67 to 10.78 bohr³, roughly a tenth of the way to 11.86. Over the same range of penalties this share runs from zero to about a quarter, the larger value belonging to the closer density fit. By each of these measures most of the error remains uncancelled.

This may seem odd, since the PBE HOMO lies 0.191 hartree too high relative to the inverted Kohn-Sham one. But the LUMO lies 0.193 hartree higher as well. If a potential is changed by a constant c, every orbital energy moves by c, while the orbitals and all differences ε_a − ε_i stay the same. The response cannot see such a shift. For the frontier orbitals of N2 the PBE error is nearly of this kind, so a HOMO that is far too high does not by itself mean a gap that is too small. These two orbitals only illustrate the point, because the transition between them, σg to πg, is dipole-forbidden. The response depends on the allowed transitions, and their effective gap Δ is also nearly the same for both references.

The shift cannot extend to infinity, where both potentials vanish. PBE should therefore lower the gaps more for transitions into diffuse orbitals. To probe this, the local references were repeated with one more diffuse s, p and d shell on each atom, keeping the inverted potential. The fraction f rises to 0.02, and the direct RPA values become 65.0 hartree bohr⁶ for both references, against 76.1 with the LDA kernel on Kohn-Sham orbitals. The missing cancellation is thus not removed by these extra functions, though the potential was not refitted in this basis. A new inversion in aug-cc-pVTZ, to an MP2 density corrected by the CCSD−MP2 difference from the smaller basis, is somewhat kinder to PBE: the pole gaps are 0.508 and 0.499 hartree, f is about 0.08, the screened polarizability covers about a fifth of the way, and C6 about 9 percent of it. These bases do not establish the complete-basis limit. That cancellation is larger in systems whose response is dominated by diffuse final states is a reasonable conjecture, not something these numbers show.

What repairs C6 with PBE orbitals in N2 is an explicit kernel: adding the LDA one gives 74.5 hartree bohr⁶, within 1 percent of the comparison level in this basis (76.5 against 75.3 in aug-cc-pVTZ). That level contains the same LDA kernel, so the closeness shows that the two references respond alike; it is not a separate test of the kernel. The dependence on the reference then has a simple reading. Direct RPA supplies the Hartree part of the interaction between electron and hole. At fixed transition strengths, whatever else that interaction contains has to be supplied by the reference gaps. Hartree-Fock gaps contain none of it. In N2 the Kohn-Sham gaps are much smaller, but not small enough to stand in for the missing kernel. At the same strength, a semilocal gap does so to the extent that (4) is met, which for PBE in N2 covers a tenth or less of the error in C6 in the settings tried. The numerical output gives the remaining values.

Calculated quantities

```
N2 bond length: 2.07 bohr; electrons: 14
basis functions: 46; potential functions: 60
density error, level free: 0.0270; level imposed: 0.0285 electrons
EOM-CCSD ionization energies: 0.5673, 0.6297 hartree
KS minus HOMO energy, level free: 0.6056 hartree
KS minus second level, level imposed: 0.6239 hartree
HF minus HOMO energy: 0.6164 hartree
KS minus HOMO energy: 0.5673 hartree
PBE minus HOMO energy: 0.3764 hartree
PBE minus KS level, HOMO: 0.1909; LUMO: 0.1930 hartree
HF HOMO-LUMO gap: 0.7202 hartree
HF pole gap: 0.9935 hartree; pole strength: 11.155
HF uncoupled oscillator sum: 15.848
HF alpha uncoupled: 11.301 bohr^3; dRPA: 7.347 bohr^3
HF C6 uncoupled: 95.17; dRPA: 49.64 hartree bohr^6
HF C6 single-pole model: 50.40 hartree bohr^6
KS HOMO-LUMO gap: 0.3039 hartree
KS pole gap: 0.5059 hartree; pole strength: 5.440
KS uncoupled oscillator sum: 10.371
KS alpha uncoupled: 21.259 bohr^3; dRPA: 10.669 bohr^3
KS C6 uncoupled: 171.46; dRPA: 63.92 hartree bohr^6
KS C6 single-pole model: 60.96 hartree bohr^6
PBE HOMO-LUMO gap: 0.3061 hartree
PBE pole gap: 0.5017 hartree; pole strength: 5.355
PBE uncoupled oscillator sum: 10.364
PBE alpha uncoupled: 21.281 bohr^3; dRPA: 10.782 bohr^3
PBE C6 uncoupled: 170.38; dRPA: 63.79 hartree bohr^6
PBE C6 single-pole model: 60.53 hartree bohr^6
exchange part of HF sum, basis: 5.477; quadrature: 5.887
screening lam: 0.04669 bohr^-3; kernel kappa: 0.00940 bohr^-3
KS gap^2/Omega^2: 0.502; sensitivity, fixed S: -1.506
HF gap^2/Omega^2: 0.655; sensitivity, fixed moments: -0.482
model C6 from RPA energy at 20 bohr: 60.96 hartree bohr^6
C6 ratio HF/KS, full dRPA: 0.777; model: 0.827
C6 ratio PBE/KS, full dRPA: 0.998; model: 0.993
C6 ratio (KS+ALDA)/KS, full: 1.170; model: 1.172
alpha finite-field HF: 11.273; TDHF: 11.272 bohr^3
alpha finite-field CCSD: 11.517; KS+ALDA: 11.859 bohr^3
C6 KS+ALDA (comparison level): 74.79 hartree bohr^6
C6 PBE+ALDA: 74.54 hartree bohr^6
C6 TDHF: 71.16 hartree bohr^6
dRPA@HF C6 deviation from KS+ALDA: -33.6 percent
dRPA@KS C6 deviation from KS+ALDA: -14.5 percent
dRPA@PBE C6 deviation from KS+ALDA: -14.7 percent
pole gap needed for full cancellation: 0.4525 hartree
dRPA C6 with KS gaps lowered to it: 78.43 hartree bohr^6
cancelled fraction with PBE: 0.005
more diffuse basis: 64 functions; cancelled fraction: 0.019
more diffuse basis, KS C6 dRPA: 64.95; with ALDA: 76.09 hartree bohr^6
more diffuse basis, PBE C6 dRPA: 65.01; with ALDA: 76.08 hartree bohr^6
```
